# The massless Feynman propagator in position space and its light-cone part

Two electrons in the inner shells of a tungsten atom can exchange a photon of energy $\omega$ in the tens of keV, and light needs a finite time $r/c$ to cross the distance between them. Classical electrodynamics carries the potential from one charge to the other with the retarded Green function, which lives on the forward light cone. Perturbation theory in QED, built on time-ordered products, uses the Feynman propagator. The question is what that function is in space and time, and how much of it is the classical signal.

## Problem

Hartree atomic units are used, $\hbar=1$ and $c=1/\alpha$. A point is $x=(s,\mathbf r)$ with $s=ct$ in bohr, and $x^2=s^2-r^2$, $kx=k^0s-\mathbf k\cdot\mathbf r$, $\Box=\partial_s^2-\nabla^2$; also $q=|\mathbf k|$. The massless Feynman propagator is

$$D_F(x)=\lim_{\epsilon\to0^+}\int\frac{d^4k}{(2\pi)^4}\,\frac{i\,e^{-ikx}}{k^2+i\epsilon}.$$

Since $\Box e^{-ikx}=-k^2e^{-ikx}$, one has $\Box D_F=-i\delta^4(x)$, so the Green function is $iD_F$, with $\Box(iD_F)=\delta^4(x)$. Show that, as distributions,

$$\text{(A)}\quad D_F=-\frac{1}{4\pi^2(x^2-i\epsilon)},\qquad \text{(B)}\quad iD_F=\frac{\delta(x^2)}{4\pi}-\frac{i}{4\pi^2}\,P\frac1{x^2},$$

$$\text{(C)}\quad \frac{\delta(x^2)}{4\pi}=\tfrac12\,(G_{\rm ret}+G_{\rm adv}).$$

The half-sum belongs to $iD_F$; in $D_F$ it carries a factor $-i$. The $\epsilon$ in (A) is a squared length, the one in the definition an inverse squared length, and only the limits agree.

Then apply the result. In the Feynman gauge $\Box A^0=4\pi\rho$, so a point source of unit amplitude $e^{-i\kappa s'}$, $\kappa=\omega/c$, which is one element of an oscillating charge density and not a conserved charge by itself, contributes $A^0=4\pi\int ds'\,iD_F(s-s',r)e^{-i\kappa s'}=e^{-i\kappa s}K$, where

$$K(\omega,r)=4\pi\int ds\,e^{i\kappa s}\,iD_F(s,r).$$

Evaluate $D_F$ and $K$ for the chosen inputs $r=1/74$ bohr (the length $1/Z$ for tungsten) and $\omega=2180$ hartree $=59.3$ keV, roughly a tungsten K$\alpha$ energy.

## Estimate by scaling

The substitution $k\to k/\lambda$ gives $D_F(\lambda x)=\lambda^{-2}D_F(x)$, and Lorentz invariance makes $D_F$ a function of $x^2$ in each region off the cone. Hence $D_F=C/x^2$ there, with $C$ possibly different inside and outside. The term $\delta(x^2)$ scales in the same way and is allowed on the cone. For the size at $s=0$, each mode contributes the zero-point weight $1/(2q)$ times a phase $e^{i\mathbf k\cdot\mathbf r}$, which starts to vary appreciably at $q\sim1/r$. A crude estimate sets the phase to one and stops the sum there:

$$D_F\sim\frac{4\pi}{(2\pi)^3}\int_0^{1/r}\frac{q^2\,dq}{2q}=\frac{1}{8\pi^2r^2}.$$

By dimensions $K=F(\kappa r)/r$, and Coulomb's law requires $F(0)=1$. If the real part is a reversible exchange, even and smooth in $\kappa$, its relative change is of order $(\kappa r)^2$. An imaginary part comes from real photons, which for $\kappa r\ll1$ cannot resolve $r$, so $\operatorname{Im}K\sim|\kappa|$. Here $\kappa=2180/137.035999=15.908$ bohr$^{-1}$ and $\kappa r=0.214976$, so the estimates are $(\kappa r)^2=0.046$ and about 16 hartree.

## Exact solution

### Frequency integral

Write $k^2+i\epsilon=(k^0-w)(k^0+w)$ with $w=\sqrt{q^2-i\epsilon}$, $\operatorname{Re}w>0$, $\operatorname{Im}w<0$. For $s>0$ the factor $e^{-ik^0s}$ decays below the axis, and the clockwise contour encloses $+w$, giving $\frac1{2\pi}(-2\pi i)\,\frac{i e^{-iws}}{2w}$. For $s<0$ the counterclockwise contour above encloses $-w$, giving $\frac1{2\pi}(2\pi i)\,\frac{i e^{iws}}{-2w}$. Both equal $e^{-iw|s|}/(2w)$. Its modulus is at most $1/(2q)$, which is integrable at $q=0$ against $q^2dq$, so on a test function the limit may be taken under the integral and gives $e^{-iq|s|}/(2q)$.

### Angular and radial integrals

The average of $e^{i\mathbf k\cdot\mathbf r}$ over directions is $\frac12\int_{-1}^1e^{iqr\mu}d\mu=\sin(qr)/(qr)$, so

$$\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}h(q)=\frac{1}{2\pi^2r}\int_0^\infty dq\,q\sin(qr)\,h(q),$$

$$D_F=\frac1{4\pi^2r}\int_0^\infty dq\,\sin(qr)\,e^{-iq|s|}.$$

This does not converge pointwise. A factor $e^{-\eta q}$ defines $D_\eta$, and $D_\eta\to D_F$ as a distribution because the spatial transform of a test function falls off rapidly in $q$. With $a=\eta+i|s|$, $\operatorname{Re}a>0$,

$$\int_0^\infty dq\,\sin(qr)e^{-aq}=\frac1{2i}\Big[\frac1{a-ir}-\frac1{a+ir}\Big]=\frac{r}{a^2+r^2}.$$

Since $|s|-i\eta=-ia$, one has $a^2=-(|s|-i\eta)^2$, and

$$D_\eta=-\frac1{4\pi^2[(|s|-i\eta)^2-r^2]}=\frac1{8\pi^2r}\Big[\frac1{r-|s|+i\eta}+\frac1{r+|s|-i\eta}\Big].$$

The two fractions add to $2r/[r^2-(|s|-i\eta)^2]$, which confirms the second form.

### The limit and the split

Multiplying out,

$$\frac1{y\mp i\eta}=\frac{y}{y^2+\eta^2}\pm\frac{i\eta}{y^2+\eta^2}.$$

The first term is odd, suppresses $|y|<\eta$ symmetrically and tends to $P(1/y)$. The second has half-width $\eta$ at half maximum and area $\pm i\pi$. This is the Sokhotski–Plemelj formula, $1/(y\mp i0)=P(1/y)\pm i\pi\delta(y)$. For $r>0$ the second fraction in $D_\eta$ is regular, and the first tends to $P\,1/(r-|s|)-i\pi\delta(r-|s|)$:

$$D_F=\frac1{8\pi^2r}\Big[P\frac{2r}{r^2-s^2}-i\pi\,\delta(s-r)-i\pi\,\delta(s+r)\Big].$$

The function $s^2-r^2$ vanishes at $s=\pm r$ with slope of modulus $2r$, so $\delta(x^2)=[\delta(s-r)+\delta(s+r)]/(2r)$, and

$$D_F=-\frac1{4\pi^2}P\frac1{x^2}-\frac{i}{4\pi}\delta(x^2).$$

Multiplication by $i$ gives (B) for $r>0$. On the axis $r=0$, $s\ne0$, the point is timelike and $D_\eta$ tends smoothly to $-1/(4\pi^2s^2)$, so only the tip $x=0$ remains. Both terms of (B) are defined on test functions that cover the tip, because each has a factor $1/(2r)$ times a bounded quantity and the measure is $4\pi r^2dr$; both are homogeneous of degree $-2$. So is $D_F$, since $D_\eta(\lambda x)=\lambda^{-2}D_{\eta/\lambda}(x)$. Their difference is supported at the origin, hence a finite sum of derivatives of $\delta^4(x)$, whose degrees are $-4$ or lower. It must vanish.

For (A), put $v=\sqrt{r^2+i\epsilon}$ with $\operatorname{Im}v>0$:

$$\frac1{x^2-i\epsilon}=\frac1{2v}\Big[\frac1{s-v}-\frac1{s+v}\Big]\to\frac1{2r}\Big[\frac1{s-r-i0}-\frac1{s+r+i0}\Big]=P\frac1{x^2}+i\pi\delta(x^2).$$

The limit holds through the tip. One has $|v|\ge r$, and $1/(s-v)=i\int_0^\infty d\tau\,e^{-i(s-v)\tau}$ bounds $\int ds\,f/(s-v)$ by the integrated modulus of the transform of $f$ in $s$, for all $\epsilon$; the other fraction follows from $s\to-s$. Multiplying by $-1/(4\pi^2)$ reproduces the split above, which proves (A). The sign $-i\epsilon$ is inherited from $(|s|-i\eta)^2=s^2-2i\eta|s|-\eta^2$. Copying $+i\epsilon$ from momentum space reverses the delta term and gives the anti-time-ordered function.

### Retarded and advanced functions

Define $G_{\rm ret,adv}=-\int\frac{d^4k}{(2\pi)^4}\,e^{-ikx}/[(k^0\pm i0)^2-q^2]$, which obey $\Box G=\delta^4$. For $G_{\rm ret}$ both poles, $\pm q-i0$, lie below the axis, so it vanishes for $s<0$. For $s>0$ the $k^0$ integral is

$$-\frac{1}{2\pi}(-2\pi i)\,\frac{e^{-iqs}-e^{iqs}}{2q}=\frac{\sin qs}{q}.$$

With $\sin qr\sin qs=\frac12[\cos q(s-r)-\cos q(s+r)]$ and $\int_0^\infty\cos(qy)\,dq=\pi\delta(y)$,

$$G_{\rm ret}=\frac{\theta(s)}{2\pi^2r}\,\frac\pi2\,[\delta(s-r)-\delta(s+r)]=\frac{\delta(s-r)}{4\pi r},$$

because $\delta(s+r)$ vanishes for $s>0$. The substitution $k^0\to-k^0$ shows $G_{\rm adv}(s)=G_{\rm ret}(-s)=\delta(s+r)/(4\pi r)$. The half-sum is $[\delta(s-r)+\delta(s+r)]/(8\pi r)=\delta(x^2)/(4\pi)$, which is (C).

Both $iD_F$ and the half-sum have source $\delta^4$, so $\Box P(1/x^2)=0$ everywhere: the principal-value part is a free field. In momentum space $iD_F$ is $-1/(k^2+i0)=-P(1/k^2)+i\pi\delta(k^2)$, while $G_{\rm ret,adv}$ are $-1/(k^2\pm i0\,\mathrm{sgn}\,k^0)$, with half-sum $-P(1/k^2)$. The roles therefore cross. The light-cone delta is the transform of the momentum principal value, and the principal value in $x^2$ is the transform of the mass-shell delta, that is, of real photons.

For a free field $\phi$ with $D_F=\langle T\phi(x)\phi(0)\rangle$, time ordering gives $D_F=\frac12\langle\{\phi(x),\phi(0)\}\rangle+\frac12\mathrm{sgn}(s)\langle[\phi(x),\phi(0)]\rangle$, the first term real and the second imaginary. The nonzero value at spacelike separation is thus a vacuum correlation. The commutator, which governs signals, is confined to the cone.

### Numerical checks

The statements were tested on $f=\exp[-(s-s_0)^2/2a^2-r^2/2b^2]$ with widths $a=1.0$, $b=0.9$ and $s_0=0.7$ bohr, by Gauss quadrature. The momentum definition, on a $k^0$ contour rotated away from the poles, the form (A), on a rotated $s$ contour, and the split all give $\int d^4x\,fD_F=0.30305383-0.43294748\,i$ bohr$^2$. Contours shifted above and below the poles give $0.66234141$ for $G_{\rm ret}$ and $0.20355355$ for $G_{\rm adv}$, as do the cone formulas, and $(0.66234141+0.20355355)/2=0.43294748$. The mass-shell term alone gives $0.30305383$. Applied to $\Box f$, the delta part returns $f(0)=0.78270454$ and the principal-value part zero to rounding error.

### Fixed frequency

The delta part of (B) gives $4\pi(e^{i\kappa r}+e^{-i\kappa r})/(8\pi r)=\cos(\kappa r)/r$. For the other part, shifting $s=y+u$ and using the Dirichlet integral $\int du\,\sin(\kappa u)/u=\pi\,\mathrm{sgn}\,\kappa$ (the cosine term is odd) gives $P\!\int ds\,e^{i\kappa s}/(s-y)=i\pi\,\mathrm{sgn}(\kappa)e^{i\kappa y}$. Then

$$P\!\int\!\frac{ds\,e^{i\kappa s}}{s^2-r^2}=\frac{i\pi\,\mathrm{sgn}\,\kappa}{2r}\,(e^{i\kappa r}-e^{-i\kappa r})=-\frac{\pi\sin(|\kappa|r)}{r}.$$

The prefactor $4\pi\cdot(-i/4\pi^2)=-i/\pi$ turns this into $i\sin(|\kappa|r)/r$, so

$$K=\frac{\cos\kappa r}{r}+i\,\frac{\sin|\kappa|r}{r}=\frac{e^{i|\kappa|r}}{r}.$$

The imaginary part is $|\kappa|$ times the angular average $\sin(qr)/(qr)$ at $q=|\kappa|$, as expected of on-shell photons. The retarded kernel is $4\pi e^{i\kappa r}/(4\pi r)=e^{i\kappa r}/r$. It equals $K$ for $\omega>0$ and $K^*$ for $\omega<0$: the Feynman function sends positive frequencies forward in time and negative ones backward. At $\omega=0$ the principal value drops out and $K=1/r$.

## Comparison

With $r=0.01351351$ bohr the light time is $9.861\times10^{-5}$ atomic units, $2.385\times10^{-21}$ s. At $t=0$, $x^2=-1.826150\times10^{-4}$ bohr$^2$ and $D_F=1/(4\pi^2\times1.826150\times10^{-4})=138.71$ bohr$^{-2}$. The estimate $1/(8\pi^2r^2)$ has the right power and is low by exactly a factor of two. That factor reflects the arbitrary choice of cutoff: stopping the same integral at $q=\sqrt2/r$ would give the exact value, so the estimate fixes the power of $r$ but not the coefficient. At $t=2r/c$, $x^2=3r^2=5.478451\times10^{-4}$ bohr$^2$ and $D_F=-46.236$ bohr$^{-2}$. Scaling left open that one constant, $C=-1/(4\pi^2)$, holds on both sides, so that $D_F$ changes sign across the cone, and it left open the weight of the delta term.

For the kernel, $\operatorname{Re}K=74\times0.976982=72.297$ hartree and $\operatorname{Im}K=74\times0.213324=15.786$ hartree. Adaptive quadrature of the momentum principal value and of the position principal value gave $72.29663$ and $15.78598$. The real part lies $1.70337$ hartree, or $2.302\%$, below Coulomb's $74$. That is of the estimated order but half the size and negative, since $\cos\kappa r\approx1-(\kappa r)^2/2$; the leading term $-\kappa^2r/2=-1.70994$ hartree is already close. The estimate $|\kappa|=15.908$ is exact as $r\to0$, and here $\operatorname{Im}K/\kappa=0.992315$, near $1-(\kappa r)^2/6$. Both estimates keep their order up to $\kappa r\approx1$, where $1-\cos\kappa r=0.46$ and $\sin(\kappa r)/(\kappa r)=0.84$. They fail when $\kappa r$ reaches a few units, since $\operatorname{Im}K$ vanishes at $\kappa r=\pi$ and $1-\cos\kappa r$ never exceeds 2 while $(\kappa r)^2$ keeps growing; here the wavelength, $0.395$ bohr, far exceeds $r$. At $-\omega$ the Feynman kernel is still $72.297+15.786\,i$ hartree and the retarded one is $72.297-15.786\,i$.

These numbers are neither a level shift nor a width. $K$ is the time-time kernel of the Feynman gauge, to be integrated over transition densities together with the spatial current terms. A transition density between orthogonal states has zero total charge, so the constant $i|\kappa|$ in $K$ integrates to zero. For such a neutral density $\iint\rho\,r_{12}\,\rho<0$, because the transform of $r$ is $-8\pi/q^4$, so the term $-\kappa^2r/2$ raises the integral instead of lowering it. With nonrelativistic, unscreened hydrogenic $1s$ and $2p$ orbitals at $Z=74$, whose overlap density has mean radius $2.67/Z$, the dipole radial exchange integral goes from $3.790$ hartree with $1/r$ to $4.345+0.361\,i$ hartree with $K$, a rise of about $15\%$ in the real part from the time-time term alone. The $-2.3\%$ above describes the kernel at one distance only.

The closed form needs zero mass: a mass destroys the scaling and gives the retarded function a tail inside the cone. The split is a linear statement about test functions. It cannot be inserted term by term into $D_F^2$ in a loop, because the squares of $\delta(x^2)$ and of $P(1/x^2)$ each diverge as $1/\eta$ on the cone and only their combination in $D_F^2$ stays finite there, while the cross term $\delta(x^2)P(1/x^2)$ depends on how the two factors are regulated.

## Computed results

```
step1 k=1.3/bohr s=0.9 bohr eps=0.05/bohr^2: quad 0.152537-0.345784j, residue 0.152537-0.345784j bohr
step3 r=1 bohr eta=0.3 bohr s=0.0 bohr: modes 0.0232388+0.0000000j, formula 0.0232388-0.0000000j 1/bohr^2
step3 r=1 bohr eta=0.3 bohr s=0.6 bohr: modes 0.0279111-0.0137644j, formula 0.0279111-0.0137644j 1/bohr^2
step3 r=1 bohr eta=0.3 bohr s=1.0 bohr: modes 0.0061932-0.0412882j, formula 0.0061932-0.0412882j 1/bohr^2
step3 r=1 bohr eta=0.3 bohr s=-2.0 bohr: modes -0.0074395-0.0030678j, formula -0.0074395-0.0030678j 1/bohr^2
test function: a=1.0 bohr, b=0.9 bohr, s0=0.7 bohr
step4 r=0.8 bohr, x^2-i eps: limit -0.89895+1.74551j, P+i pi delta -0.89895+1.74550j 1/bohr
step4 r=0.8 bohr, (|s|-i eta)^2-r^2: limit -0.89895+1.74550j, P+i pi delta -0.89895+1.74550j 1/bohr
<D_F,f> momentum definition 0.30305383-0.43294748j bohr^2
<D_F,f> closed form (A)     0.30305383-0.43294748j bohr^2
<D_F,f> split (B),(C)       0.30305383-0.43294748j bohr^2
<G_ret,f> momentum 0.66234141, light cone 0.66234141 bohr^2
<G_adv,f> momentum 0.20355355, light cone 0.20355355 bohr^2
mass shell 0.30305383, position PV part 0.30305383 bohr^2
<delta part,box f> 0.78270454, f(0) 0.78270454, |<PV,box f>| 2e-16 (dimensionless)
c = 137.035999 bohr per atomic time unit; Z = 74
r = 0.01351351 bohr; omega = 2180.0 hartree = 59.321 keV
light time r/c = 9.861287e-05 a.u. = 2.38533e-21 s
t = 0 r/c: x^2 = -1.826150e-04 bohr^2, D_F = 138.70870 1/bohr^2
t = 2 r/c: x^2 = 5.478451e-04 bohr^2, D_F = -46.23623 1/bohr^2
kappa = 15.908229 1/bohr; kappa r = 0.214976 rad; wavelength = 0.394964 bohr
cos(kappa r) = 0.976982; sin(kappa r) = 0.213324
Coulomb 1/r = 74.00000 hartree
Re K = 72.29663 hartree (quadrature 72.29663)
Im K = 15.78598 hartree (quadrature 15.78598, on shell 15.78598)
Re K - 1/r = -1.70337 hartree = -2.302 %; -kappa^2 r/2 = -1.70994 hartree
Im K / kappa = 0.992315; Im K / Re K = 0.218350
at -omega: Feynman 72.29663+15.78598j, retarded 72.29663-15.78598j hartree
```
